# Zone-Centre Modes by Induction from Site Symmetry: Rocksalt and Diamond

**Q:** The correlation method looks at the symmetry of one atomic site and announces the vibrations of a whole crystal. I doubt that one site can know so much. Which group acts on the vibrations in the first place?

**A:** Take a perfect, infinite, non-magnetic crystal in the harmonic approximation. A space-group operation acts as $\{R|t\}x=Rx+t$, with $R$ a rotation, proper or improper. At the zone centre, $q=0$, every cell has the same displacements, so a pattern is a list $u_\kappa$, where $\kappa=1,\dots,N$ labels the sublattices. An operation $g=\{R|t\}$ carries an atom to a new place and rotates its displacement:

$$(gu)_{g(\kappa)}=R\,u_\kappa .$$

Applying $g$ and then $h$ gives $(hgu)_{hg(\kappa)}=R_hR_g\,u_\kappa$, so this is a representation. A lattice translation has $R=1$ and sends each sublattice to itself, so it does nothing to $u$. What acts is therefore the factor group $G=\mathcal G/T$, the space group modulo lattice translations. Two operations with the same $R$ differ by a pure translation, so each element of $G$ is fixed by its $R$, and $G$ is isomorphic to the point group. A fractional translation survives only in the way it permutes the sublattices.

The harmonic energy is invariant under $G$. Mass weighting, $w_\kappa=\sqrt{m_\kappa}\,u_\kappa$, does not disturb this, because atoms exchanged by symmetry have equal masses. The dynamical matrix therefore commutes with the representation, which I call $M$. Each frequency belongs to an invariant subspace, and for real irreducible representations (irreps), such as those of $O_h$, that subspace is a single irrep unless there is an accidental degeneracy. Decomposing $M$ counts the modes.

**Q:** The site group consists of operations that leave a point in space fixed. Your $G$ has forgotten where the points are. How can one be a subgroup of the other?

**A:** Let $S$ be the set of space-group operations with $gx=x$ for a chosen atom at $x$. Then $t=x-Rx$, so $R$ determines $g$, and different elements of $S$ remain different in $G$. The image of $S$ lies in the subgroup of $G$ that maps the atom's sublattice to itself.

It is also the whole of that subgroup. If $\{R|t\}$ preserves the sublattice, then $Rx+t=x+L$ for some lattice vector $L$. The operation $\{R|t-L\}$ represents the same element of $G$ and leaves $x$ fixed. The site group is thus the stabiliser of the sublattice in $G$.

**Q:** Fine, but the site group only knows how one atom's displacement turns. Where do the other atoms come in?

**A:** Consider one orbit, a set of $n$ sublattices that $G$ maps into one another, so that $n=|G|/|S|$. Let $V$ be the polar vector representation, with character $\chi_V(g)=\operatorname{tr}R$. Displacements of sublattice 1 alone form a three-dimensional space $U_1$, on which $S$ acts as $V$ restricted to $S$. For each $\kappa$ choose $g_\kappa\in G$ with $g_\kappa(1)=\kappa$. Then $g_\kappa U_1$ is the space of displacements of sublattice $\kappa$, and the orbit carries

$$U=\bigoplus_{\kappa=1}^{n} g_\kappa U_1 .$$

A space made of copies of $U_1$, permuted transitively by $G$, with the stabiliser of the first copy acting on it in a given way, is by definition the representation induced from $S$ to $G$. Summing over the orbits $o$,

$$M=\bigoplus_o \operatorname{Ind}_{S_o}^{G}\big(V|_{S_o}\big).$$

To find the character of one orbit, note that block $\kappa$ contributes to the trace of $g$ only if $g(\kappa)=\kappa$, that is, if $g_\kappa^{-1}gg_\kappa\in S$. It then contributes $\operatorname{tr}R=\chi_V(g_\kappa^{-1}gg_\kappa)$. Replacing $g_\kappa$ by $g_\kappa s$ with $s\in S$ changes neither the condition nor the value. We may therefore sum over all $h\in G$ and divide by the $|S|$ equivalent choices:

$$\chi_o(g)=\frac1{|S|}\sum_{\substack{h\in G\\ h^{-1}gh\in S}}\chi_V(h^{-1}gh).$$

**Q:** That still needs the whole group. The correlation method uses only a table linking site irreps to crystal irreps.

**A:** The table enters through the multiplicity of an irrep $\Gamma$ of $G$. By orthogonality of characters,

$$n_\Gamma=\frac1{|G|}\sum_{g}\chi_\Gamma(g)^*\chi_o(g)
=\frac1{|G||S|}\sum_{h}\sum_{\substack{g\\ h^{-1}gh\in S}}\chi_\Gamma(g)^*\chi_V(h^{-1}gh).$$

At fixed $h$ put $s=h^{-1}gh$, so $g=hsh^{-1}$. As $g$ runs over the allowed elements, $s$ runs once over $S$. A character is constant on conjugacy classes, so $\chi_\Gamma(g)=\chi_\Gamma(s)$. Nothing then depends on $h$, and the sum over $h$ gives $|G|$:

$$n_\Gamma=\frac1{|S|}\sum_{s\in S}\chi_\Gamma(s)^*\chi_V(s).$$

This is Frobenius reciprocity. If $V|_S$ contains the site irrep $\gamma$ a number $a_\gamma$ of times, and $\Gamma|_S$ contains it $b_\gamma$ times, the right-hand side is $\sum_\gamma a_\gamma b_\gamma$. So one finds the site irreps to which $x,y,z$ belong, and reads the correlation table backwards to see which $\Gamma$ contain them on restriction. With several orbits, one adds the results.

**Q:** Some of these modes are translations of the whole crystal. How do you know what to remove?

**A:** An atom on a preserved sublattice contributes $\operatorname{tr}R$ to the trace, and an exchanged one contributes nothing. Hence

$$\chi_M(g)=N_{\rm fixed}(g)\operatorname{tr}R,\qquad M=V\otimes P,$$

where $N_{\rm fixed}$ counts the preserved sublattices and $P$ is the representation that permutes the sublattice labels. The list $(1,1,\dots,1)$ is invariant under every permutation. Multiplied by $V$, it gives the uniform displacements $u_\kappa=u$, which cost no energy. One copy of $V$ is therefore acoustic, and the rest of $M$ is optical. If there are several orbits, $P$ has several invariant vectors and $V$ occurs several times, but only one copy is removed.

**Q:** Then do rocksalt.

**A:** Its point group is $O_h$, in which $V=T_{1u}$. Both atoms sit on sites of full $O_h$ symmetry, so each is an orbit by itself. Inducing from a group to itself changes nothing, and each atom gives $T_{1u}$. Equivalently, no operation exchanges the sublattices, so $P=2A_{1g}$. Hence

$$M=2T_{1u},\qquad M_{\rm opt}=2T_{1u}-T_{1u}=T_{1u}.$$

The single optical triplet is the motion of one sublattice against the other.

**Q:** Diamond also has point group $O_h$ and two atoms per cell. Why is the answer not the same?

**A:** Place the atoms at $0$ and $\tfrac a4(1,1,1)$, with $a$ the cubic lattice constant. Each has four neighbours at the corners of a tetrahedron, and its site group is $T_d$, of order 24. The two atoms form one orbit, since $48/24=2$.

Under $T_d$ the vector has characters $3,0,-1,-1,1$ on the classes $E,\,8C_3,\,3C_2,\,6S_4,\,6\sigma_d$. The irrep $T_{1u}$ of $O_h$ is the vector itself, so it restricts to these values. The irrep $T_{2g}$, carried by $(yz,zx,xy)$, restricts to the same values. For example, the fourfold improper rotation $(x,y,z)\to(y,-x,-z)$ sends $xy\to-xy$ and interchanges the other two products up to sign, giving trace $-1$. The mirror $x\leftrightarrow y$ leaves $xy$ alone and exchanges the other two, giving trace $+1$. Each of the two irreps therefore occurs

$$n=\frac{1\cdot9+8\cdot0+3\cdot1+6\cdot1+6\cdot1}{24}=1$$

time. Their dimensions add up to $3+3=6$, the dimension of $M$, so nothing else fits:

$$M=T_{1u}+T_{2g},\qquad M_{\rm opt}=T_{2g}.$$

**Q:** I distrust that $g$. Displacements are polar vectors and change sign under inversion. How can an optical mode be even?

**A:** The inversion centre lies at the middle of a bond, so inversion also exchanges the atoms: $u_1\to-u_2$ and $u_2\to-u_1$. The relative displacement $u=u_2-u_1$ becomes $-u_1+u_2=u$ and is even. The sum $u_1+u_2$ changes sign and is odd.

The permutation representation says the same. The 24 operations of $T_d$ preserve the sublattices and the other 24 exchange them. On the difference of the labels they act as $+1$ and $-1$, which is how the function $xyz$ behaves, namely $A_{2u}$. So $P=A_{1g}+A_{2u}$, and the relative displacement transforms as $T_{1u}\otimes A_{2u}$, with basis functions

$$x(xyz)=x^2yz,\qquad y(xyz)=y^2zx,\qquad z(xyz)=z^2xy .$$

The squared factors carry no sign, so these three functions are permuted, with signs, just as $yz,zx,xy$ are. That is $T_{2g}$.

**Q:** So far this is bookkeeping of vibrations. Why should light care about the label?

**A:** In electric-dipole scattering the light couples to the polarizability $\alpha_{ij}$, here taken per cell. For an optical mode with displacement $u$,

$$\alpha_{ij}(u)=\alpha_{ij}(0)+\sum_k R_{ijk}u_k+O(u^2).$$

If $u$ oscillates as $\cos\omega t$, the linear term modulates the induced dipole and produces light shifted by $\pm\omega$. This is first-order Raman scattering. The photon wavevector is tiny on the scale of the Brillouin zone, so the phonon is taken at $q\to0$.

Transforming the crystal transforms its polarizability: $\alpha(gu)=R\,\alpha(u)R^{\mathsf T}$. The linear term is therefore a map from the mode space to the tensors that commutes with $G$. By Schur's lemma it vanishes unless the mode's irrep occurs among the tensors. Away from resonance, in a non-magnetic crystal, the tensor is symmetric, and in $O_h$

$$\operatorname{Sym}^2V=A_{1g}+E_g+T_{2g},$$

carried by $x^2+y^2+z^2$, by the pair $(2z^2-x^2-y^2,\;x^2-y^2)$, and by $(yz,zx,xy)$.

For rocksalt the verdict is immediate. Each atom is an inversion centre, so inversion sends $u\to-u$. It leaves every second-rank tensor unchanged, because two minus signs cancel. Hence $\sum_kR_{ijk}u_k=-\sum_kR_{ijk}u_k=0$. The argument never used $\alpha_{ij}=\alpha_{ji}$, so an antisymmetric part does not help. Rocksalt has no first-order Raman mode.

**Q:** For diamond you have shown only that scattering is not forbidden. What does the tensor look like?

**A:** The operations of $T_d$ preserve the sublattices, so under them $u$ turns as an ordinary vector and $R_{ijk}$ is an invariant third-rank tensor. The twofold rotation about $x$ reverses $y$ and $z$, so $R_{ijk}$ can be non-zero only if the indices $y$ and $z$ together appear an even number of times. The rotations about $y$ and $z$ give the corresponding conditions. The numbers of $x$, $y$ and $z$ indices must then have the same parity. They add up to three, so each is one. The threefold rotations make cyclically related components equal, and the mirror $x\leftrightarrow y$ equates the two cyclic families. Therefore

$$R_{ijk}=d\,|\epsilon_{ijk}|,$$

where $\epsilon_{ijk}$ is the antisymmetric symbol. The inversion leaves both $u$ and $\alpha$ unchanged and adds no condition. Since $T_d$ and the inversion generate $O_h$, one constant $d$ remains. A displacement along $z$ changes $\alpha_{xy}$ and $\alpha_{yx}$, and no other component, at first order.

**Q:** Symmetry permits $d$ but does not give its size. Can you show a mechanism that produces it in one lattice and cancels it in the other?

**A:** Let each nearest-neighbour bond $b$, of length $|b|$, have polarizability $\alpha_L$ along its axis and $\alpha_T$ across it, both functions of length. With $\gamma=\alpha_L-\alpha_T$ and $\hat b=b/|b|$,

$$A_{ij}(b)=\alpha_T\delta_{ij}+\gamma\,\hat b_i\hat b_j .$$

This is a model, not a calculation for a material. In Gaussian units polarizability is a volume.

In diamond the four bonds from atom 1 point along $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$. A relative displacement $u_z$ adds to each $b_z$. From here on let $b$ also denote the bond length, and let a prime denote a derivative with respect to it. Since $\partial b/\partial b_z=b_z/b$,

$$\frac{\partial A_{xy}}{\partial b_z}
=b_xb_y\,\frac{b_z}{b}\,\frac{d}{db}\!\left(\frac{\gamma}{b^2}\right)
=\frac{b_xb_yb_z}{b}\left(\frac{\gamma'}{b^2}-\frac{2\gamma}{b^3}\right).$$

Every bond has $b_xb_yb_z=+b^3/(3\sqrt3)$, because its signs multiply to $+1$. The four contributions add:

$$d=\frac{4}{3\sqrt3}\left(\gamma'-\frac{2\gamma}{b}\right).$$

Take $b=2$ Å, $\alpha_L=2$ Å$^3$, $\alpha_T=1$ Å$^3$, $\alpha_L'=3$ Å$^2$ and $\alpha_T'=1$ Å$^2$. Then $\gamma=1$ Å$^3$ and $\gamma'=2$ Å$^2$, the bracket is $2-1=1$ Å$^2$, and $d=0.770$ Å$^2$. In this model $d$ would vanish if $\gamma'=2\gamma/b$. That would be an accident of the parameters, since symmetry allows a non-zero value.

In rocksalt the bonds come in opposite pairs. Because $A(-b)=A(b)$ as a function of the bond vector, a pair contributes

$$A(b+u)+A(-b+u)=A(b+u)+A(b-u),$$

which is even in $u$. The linear terms cancel pair by pair.

**Q:** Cancelling the linear term does not make the polarizability constant. Does rocksalt not scatter at all?

**A:** It can scatter at second order. Keep the same bond parameters, with $\alpha_L$ and $\alpha_T$ linear in length, and displace along $z$. The two bonds along $z$ contribute $\alpha_L(b+u)+\alpha_L(b-u)=2\alpha_L(b)$ to $\alpha_{zz}$, with no change. Each of the four transverse bonds acquires length $\sqrt{b^2+u^2}\approx b+u^2/(2b)$ and a squared direction cosine $\hat b_z^2\approx u^2/b^2$. Its $zz$ component changes by $\alpha_T'u^2/(2b)+\gamma u^2/b^2$. Summing four of them,

$$\delta\alpha_{zz}=\left(\frac{2\alpha_T'}{b}+\frac{4\gamma}{b^2}\right)u^2=(1+1)\,u^2,$$

with the coefficient 2 in Å. For $u=0.01$ Å this is $2.0\times10^{-4}$ Å$^3$, while diamond has $\delta\alpha_{xy}=0.770\times0.01=7.7\times10^{-3}$ Å$^3$. Doubling $u$ raises the diamond change to $1.54\times10^{-2}$ Å$^3$, a factor of 2, and the rocksalt change to $8.0\times10^{-4}$ Å$^3$, a factor of 4.

Since $\cos^2\omega t=\tfrac12(1+\cos2\omega t)$, the quadratic term gives light shifted by $\pm2\omega$, not by $\pm\omega$. More generally, second-order scattering involves two phonons whose wavevectors need only add to nearly zero. They can come from anywhere in the zone, so the zone-centre count does not describe that spectrum.

**Q:** And where would the first-order lines be, or be missing, in frequency?

**A:** Use nearest-neighbour springs of stiffness $k$, which resist stretching only. The energy per cell is $\tfrac12k\sum_b(\hat b\cdot u)^2$. By cubic symmetry $\sum_b\hat b_i\hat b_j$ is proportional to $\delta_{ij}$, and its trace is the number of bonds. It equals $\tfrac43\delta_{ij}$ for four bonds and $2\delta_{ij}$ for six. The relative motion has the reduced mass $\mu$, which is $m/2$ for equal masses, so

$$\omega^2_{\rm diamond}=\frac{4k/3}{m/2}=\frac{8k}{3m},\qquad \omega^2_{\rm rocksalt}=\frac{2k}{\mu}.$$

For the diamond lattice, $k=10^5$ dyn/cm and $m=20$ u give a wavenumber $\omega/(2\pi c)=475.7$ cm$^{-1}$. For rocksalt take $k=2\times10^4$ dyn/cm and masses 20 and 40 u, so $\mu=20\cdot40/60=13.33$ u. The ratio of the squared frequencies is

$$\frac{2\cdot2\times10^4/13.33}{8\cdot10^5/(3\cdot20)}=0.225,$$

and $475.7\sqrt{0.225}=225.6$ cm$^{-1}$, in agreement with the diagonalized value of 225.65 cm$^{-1}$. These are frequencies of the spring models; the rocksalt one omits the Coulomb field. Stretch-only nearest-neighbour springs serve for this zone-centre illustration but do not make a stable crystal: the diamond model, with four bonds for six degrees of freedom per cell, has two zero-frequency modes at every $q$, and the rocksalt model has zero-frequency transverse modes for $q$ along a cube axis.

**Q:** That omission worries me. In an ionic crystal the field splits the optical mode. Could the longitudinal part become Raman active?

**A:** Not at this order. As $q\to0$ the macroscopic field raises the longitudinal mode above the transverse pair, so the triplet is split; the direction of $q$ decides which displacement is longitudinal, while in a cubic crystal the size of the splitting is the same for every direction. The field $E$ accompanying the longitudinal mode can itself change the polarizability, which adds a term linear in $E$. But $E$ is odd under inversion, as $u$ is, and $\alpha$ is even, so this term vanishes too.

The rule fails when its assumptions do. At finite $q$ inversion turns $q$ into $-q$, so a mode need not have definite parity, and terms proportional to $q$ may appear. A defect can remove the inversion centre and relax wavevector conservation.

**Q:** Is the lesson simply that an inversion centre forbids Raman scattering?

**A:** Diamond refutes that. A sufficient condition is that every atom sits on an inversion centre. Inversion then preserves every sublattice and reverses every displacement, so all zone-centre modes are odd and first-order Raman scattering is absent.

Cubic perovskite meets this condition. Its three oxygen sublattices are permuted like $x^2,y^2,z^2$, so their displacements transform like the nine products $x_ix_j^2$. The functions $x^3$ and $x(y^2+z^2)$, with their partners, give two $T_{1u}$, and $x(y^2-z^2)$ with its partners gives $T_{2u}$. The other two atoms add $2T_{1u}$. Removing the acoustic triplet leaves $3T_{1u}+T_{2u}$, with nothing Raman active at first order in the ideal structure. A crystal that is cubic only on average, with ions locally off centre, lacks these inversion centres and need not obey the rule.

Fluorite has an inversion centre but does not meet the condition. The cation, on an $O_h$ site, gives $T_{1u}$. The two anions, on $T_d$ sites, give $T_{1u}+T_{2g}$ as in diamond. The optical modes are $T_{1u}+T_{2g}$, and the second is Raman active.

First-order (one-phonon) infrared absorption needs a dipole linear in $u$, hence, in these cubic crystals, the irrep $V$. It is allowed for the rocksalt mode and forbidden for the diamond mode. If the two atoms of diamond are made different, the structure becomes zincblende, with $G=T_d$. No operation exchanges the atoms any more, and the optical mode is an ordinary vector triplet $T_2$. The derivation of $d|\epsilon_{ijk}|$ used only $T_d$ and still holds, so this mode is both Raman and infrared active. Here the term linear in the macroscopic field $E$, which vanished in rocksalt, is allowed and has the same form, so the longitudinal and transverse components generally have different values of $d$.

**Q:** Has the counting been confronted with anything that does not presuppose it?

**A:** In part. The numerical check diagonalizes spring models of rocksalt, diamond, fluorite and perovskite, identifies each level from its eigenvectors, and differentiates a pair-polarizability model along them. The spring matrices are built from the atomic positions, the masses and species-dependent stiffnesses, without using $M$; they commute with $M$, and each level carries a single irrep. That the labels then add up to the induced representations is automatic, since the levels are labelled with $M$ itself. The linear response vanishes for every level whose irrep is absent from $\operatorname{Sym}^2V$, and for the parameters used it is non-zero where symmetry allows it.

## Computed values

```
class, size, tr R, fixed atoms and chi_M: rocksalt | diamond
  E        1   3  2   6 | 2   6
  sigma_h  3   1  2   2 | 0   0
  C2       3  -1  2  -2 | 2  -2
  i        1  -3  2  -6 | 0   0
  sigma_d  6   1  2   2 | 2   2
  C4       6   1  2   2 | 0   0
  C2'      6  -1  2  -2 | 0   0
  S4       6  -1  2  -2 | 2  -2
  C3       8   0  2   0 | 2   0
  S6       8   0  2   0 | 0   0
symmetric tensors: A1g + Eg + T2g
atom permutations, rocksalt: 2A1g
atom permutations, diamond: A1g + A2u
rocksalt: all 2T1u; optical T1u
  1 atom(s), site order 48: T1u
  1 atom(s), site order 48: T1u
  Raman constants 0, infrared constants 1
diamond: all T2g + T1u; optical T2g
  2 atom(s), site order 24: T2g + T1u
  Raman constants 1, infrared constants 0
zincblende: group order 24, optical mode is one vector triplet (T2)
  Raman constants 1, infrared constants 1
fluorite: all T2g + 2T1u; optical T2g + T1u
  1 atom(s), site order 48: T1u
  2 atom(s), site order 24: T2g + T1u
  Raman constants 1, infrared constants 1
perovskite: all 4T1u + T2u; optical 3T1u + T2u
  1 atom(s), site order 48: T1u
  1 atom(s), site order 48: T1u
  3 atom(s), site order 16: 2T1u + T2u
  Raman constants 0, infrared constants 3
diamond lattice: k = 1.0e+05 dyn/cm, m = 20 u
  optical wavenumber = 475.71 cm^-1
rocksalt: k = 2.0e+04 dyn/cm, m = 20, 40 u
  reduced mass = 13.3333 u
  optical wavenumber = 225.65 cm^-1 (no Coulomb)
bond length = 2.0 A; alpha_L, alpha_T = 2.0, 1.0 A^3
slopes alpha_L', alpha_T' = 3.0, 1.0 A^2
diamond d: numerical 0.76980, formula 0.76980 A^2
rocksalt largest linear term below 1e-9 A^2: True
rocksalt quadratic coefficient = 2.0000 A
u_z = 0.01 A: diamond d(alpha_xy) = 7.6979e-03 A^3
            rocksalt d(alpha_zz) = 2.0000e-04 A^3
u_z = 0.02 A: diamond d(alpha_xy) = 1.5395e-02 A^3
            rocksalt d(alpha_zz) = 8.0003e-04 A^3
ratios on doubling u: diamond 2.000, rocksalt 4.000
```
